\section*{Fitting interface-trap density, capture time and surface-potential fluctuations to conductance spectra}

\section{A peak that is too low}

A p-type silicon capacitor is modelled with $D=10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$ interface traps, so that $qD=16.02\ \mathrm{nF/cm^2}$. If the surface potential were the same everywhere, its trap conductance divided by angular frequency, $G_p/\omega$, would peak at $0.4024\,qD=6.45\ \mathrm{nF/cm^2}$. With a surface potential that varies from place to place by $46.5$ mV (standard deviation), the same traps give a peak of only $0.2520\,qD=4.04\ \mathrm{nF/cm^2}$. Reading $D$ from the height with the uniform-surface factor returns $6.3\times10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$. No traps have gone: the signal has been spread over frequency. The shape of the spectrum records how far, and a fit can use it.

\section{The response of one uniform patch}

Take a surface in depletion, where traps exchange charge with holes only. A trap level holds a hole with probability $h$, and
\begin{equation}
\frac{dh}{dt}=c_p p_s(1-h)-e_p h ,
\end{equation}
with surface hole density $p_s$, capture coefficient $c_p$ and emission rate $e_p$. In equilibrium $c_pp_0(1-h_0)=e_ph_0$, hence $c_pp_0+e_p=c_pp_0/h_0$. Define the capture time $\tau=1/(c_pp_0)$.

A small surface-potential signal $\delta\psi\,e^{j\omega t}$ changes the hole density to $p_0(1+\eta)$ with $\eta=-q\,\delta\psi/kT$; the sign is negative because downward band bending repels holes. To first order
\begin{equation}
j\omega\,\delta h=\frac{(1-h_0)\eta}{\tau}-\frac{\delta h}{\tau h_0}
\;\Rightarrow\;
\delta h=\frac{h_0(1-h_0)}{1+j\omega\tau h_0}\,\eta .
\end{equation}
The trapped charge changes by $q\,\delta h$ per trap. The trap capacitance is minus the charge change divided by $\delta\psi$, which cancels the sign in $\eta$. Let $D$ be uniform over the several $kT$ around the Fermi level $E_F$ that respond. Since $h_0=1/(1+e^{-(E-E_F)/kT})$, we have $dh_0=h_0(1-h_0)\,dE/kT$, and the energy integral becomes one over occupancy:
\begin{equation}
C_{it}=qD\int_0^1\frac{dh}{1+jxh},\qquad x=\omega\tau .
\end{equation}
The admittance is $j\omega C_{it}$, so its real part divided by $\omega$ is $-\mathrm{Im}\,C_{it}$:
\begin{equation}
\frac{G_p}{\omega}=qD\int_0^1\frac{xh\,dh}{1+x^2h^2}=qD\,g(x),\qquad g(x)=\frac{\ln(1+x^2)}{2x}. \label{g}
\end{equation}
The real part of $C_{it}$ is $qD\arctan(x)/x$. As a test, the nonlinear rate equation was solved for its periodic state with a 1\% modulation of $p_s$, at $x=0.3$, 2 and 20. Both parts agreed with these formulas to a relative $1.1\times10^{-5}$.

For $x\ll1$ the traps follow the signal and $g\simeq x/2$; for $x\gg1$ most cannot, and $g\simeq\ln x/x$. The maximum, $g=0.4024$, lies at $x=1.98$.

\section{Seven patches by hand}

Now let the surface consist of patches with different potentials. In depletion $p_s=N_Ae^{-q\psi_s/kT}$, with $N_A$ the doping, so a patch whose potential exceeds the mean by $sz$ in units of $kT/q$ has
\begin{equation}
\tau=\tau_0e^{sz}.
\end{equation}
For a Gaussian distribution, $z$ has the unit normal density $\phi(z)$ and $s$ is the fluctuation width. Here $s=1.8$, since $1.8\times25.85=46.5$ mV. The time $\tau_0$ belongs to the mean potential and is the median capture time; the mean capture time is larger by $e^{s^2/2}$.

Assume that all patches receive the same ac surface potential. Their trap admittances then add, weighted by area. Take patches at $z=-3,\dots,3$ and the frequency with $\omega\tau_0=2.3946$. Neighbouring capture times differ by the factor $e^{1.8}=6.05$.
\begin{center}
\begin{tabular}{rrrr}
$z$ & $x$ & $g(x)$ & $\phi(z)$\\
$-3$ & 0.0108 & 0.0054 & 0.0044\\
$-2$ & 0.0654 & 0.0326 & 0.0540\\
$-1$ & 0.396 & 0.1839 & 0.2420\\
0 & 2.395 & 0.3982 & 0.3989\\
1 & 14.49 & 0.1847 & 0.2420\\
2 & 87.6 & 0.0510 & 0.0540\\
3 & 530 & 0.0118 & 0.0044
\end{tabular}
\end{center}
With unit spacing the sum of products, formed before rounding the entries, is
\begin{equation}
0.1589+0.0892+0.0045+0.0001\simeq0.2526,
\end{equation}
where the terms, rounded only for display, come from $z=0$, $\pm1$, $\pm2$ and $\pm3$. The converged average is $0.2520$. The low peak is thus explained: the central patch is near its own maximum, but its neighbours are too fast or too slow to contribute as much.

\section{Three frequencies, three unknowns}

The inverse problem can also be seen by hand. Noise-free values at 316, 3162 and 31\,623 Hz, for $\tau_0=100\ \mu$s, are $y_1=2.348$, $y_2=4.025$ and $y_3=2.785\ \mathrm{nF/cm^2}$. Two contrasts do not contain $D$:
\begin{equation}
\ln\frac{y_2^2}{y_1y_3}=0.91,\qquad \ln\frac{y_3}{y_1}=0.17 .
\end{equation}
The first measures the sharpness of the peak. With the same $\tau_0$ but $s=0$, equation~\eqref{g} gives $g=0.0974$, $0.4024$ and $0.1505$, hence a sharpness of $2.40$. The second contrast compares the two sides of the spectrum. It depends on where the peak lies between the outer frequencies and, because $g$ is not symmetric about its peak on a logarithmic frequency axis, also on $s$. The two contrasts must therefore be solved together for $s$ and $\tau_0$; the level then gives $D$.

The level is simple. Suppose $\tau_0$ and $s$ are known, and use the seven noisy values in the numerical output. The logarithms of noisy over clean values are $0$, $-0.0198$, $0.0098$, $0.0139$, $-0.0368$, $-0.0037$ and $-0.0306$. Their mean is $-0.0096$, so the estimate is $D=0.990\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$. With 2\% noise its standard error is $2\%/\sqrt7=0.8\%$.

\section{The general model and why it has one answer}

For a continuous distribution of patches,
\begin{equation}
\frac{G_p}{\omega}=qD\,H,\qquad
H(\omega;\tau_0,s)=\int_{-\infty}^{\infty}\phi(z)\,g(\omega\tau_0e^{sz})\,dz. \label{H}
\end{equation}
To show that a complete spectrum determines all three parameters, define for $-1<u<1$
\begin{align}
M(u)&=\int_0^\infty x^{u-1}g\,dx=\frac12\int_0^\infty x^{u-2}\ln(1+x^2)\,dx\nonumber\\
&=\frac1{1-u}\int_0^\infty\frac{x^u}{1+x^2}\,dx=\frac{\pi}{2(1-u)\cos(\pi u/2)} .
\end{align}
The second line follows by parts; the boundary terms vanish in this range of $u$. The last integral, with $t=x^2$, is $\frac12\int_0^\infty t^{(u-1)/2}(1+t)^{-1}dt=\pi/[2\sin(\pi(u+1)/2)]$.

Let $L=\ln(\omega\tau_0)$. Since $\ln x=L+sz$,
\begin{equation}
\int_{-\infty}^{\infty}e^{uL}H\,dL=M(u)\int\phi(z)e^{-usz}dz=M(u)e^{u^2s^2/2}.
\end{equation}
At $u=0$ this gives the area $\pi/2$. The expansion of the logarithm,
\begin{equation}
\ln\frac{M(u)}{M(0)}+\frac{u^2s^2}{2}=u+\frac{u^2}{2}\left(1+\frac{\pi^2}{4}+s^2\right)+\dots,
\end{equation}
gives the mean of $L$, which is 1, and its variance, $1+\pi^2/4+s^2$. On the $\ln\omega$ axis the area therefore yields $D$, the mean $1-\ln\tau_0$ yields $\tau_0$, and the variance yields $s$. Fluctuations preserve the area while lowering the peak.

These moments are poor estimators on a finite window. Between 100 Hz and 100 kHz the example has area $1.293$ instead of $1.571$, and variance $3.02$ instead of $6.71$. The moment formula would give $s^2=3.02-3.47=-0.45$, which is impossible. A fit compares the model with the data inside the window and needs no missing tails.

\section{Computing the average and its derivatives}

Replace the integral in \eqref{H} by a sum with step $\Delta$, as was done by hand with $\Delta=1$. By Poisson summation, the error is the sum of the integrand's Fourier transform at the nonzero multiples of $2\pi/\Delta$. Its size follows from moving the integration path into the complex plane until it meets a singularity. The singularities are at $1+x^2=0$, the nearest at distance $\pi/(2s)$ from the real axis. Hence
\begin{equation}
\text{error}\sim\exp\left(-\frac{2\pi}{\Delta}\frac{\pi}{2s}\right)=e^{-\pi^2/(s\Delta)},
\end{equation}
apart from a prefactor. The prefactor includes the growth of the Gaussian away from the real axis, $e^{\pi^2/(8s^2)}$, which is only 1.5 at $s=1.8$ but already 140 at $s=0.5$. This holds for $\Delta<4s$; for smaller $s$ the Gaussian itself sets the error, about $e^{-2\pi^2/\Delta^2}$. Against adaptive quadrature at $\omega\tau_0=0.05$, 0.5, 2 and 20, with $s=1.8$, the largest absolute errors of $H$ were $2.5\times10^{-3}$, $5.0\times10^{-6}$ and $1.1\times10^{-13}$ for $\Delta=1$, 0.5 and 0.2. The fit uses $\Delta=0.2$ and $|z|\le8$.

Differentiating $g$ gives $xg'=x/(1+x^2)-g$, so that
\begin{equation}
\frac{\partial H}{\partial\ln\tau_0}=\int\phi\,xg'\,dz,\qquad
\frac{\partial H}{\partial s}=\int\phi\,z\,xg'\,dz .
\end{equation}
The same sum supplies both. Because $z\phi=-d\phi/dz$ and $d/dz=s\,x\,d/dx$, integration by parts turns the second into
\begin{equation}
\frac{\partial H}{\partial s}=s\,\frac{\partial^2H}{\partial(\ln\omega)^2}.
\end{equation}
The width acts like diffusion along the $\ln\omega$ axis, with $s^2/2$ as time. At $s=0$ the derivative vanishes: data constrain $s^2$ there, and a symmetric error bar on $s$ loses its meaning.

\section{The algorithm}

The instrument measures $G_m+j\omega C_m$ with the oxide capacitance $C_{ox}$ in series. Subtracting the oxide impedance gives
\begin{equation}
Y_p=\frac{j\omega C_{ox}(G_m+j\omega C_m)}{-G_m+j\omega(C_{ox}-C_m)} .
\end{equation}
Multiplying above and below by the conjugate denominator and taking the real part,
\begin{equation}
\frac{G_p}{\omega}=\frac{\omega C_{ox}^2G_m}{G_m^2+\omega^2(C_{ox}-C_m)^2}.
\end{equation}
The silicon depletion capacitance $C_D$ lies in parallel with the traps and does not enter this real part.

Call the resulting data $y_i$, $i=1,\dots,n$. Suppose $\ln y_i$ has independent Gaussian noise of known standard deviation $r$, equal at all frequencies. Maximum likelihood is then unweighted least squares in the logarithm. The procedure is:
\begin{enumerate}
\item Start from $\tau_0=2.3/\omega_{\max}$, with $\omega_{\max}$ the frequency of the largest datum, and $s=1$.
\item Form $m_i=\ln y_i-\ln H_i$. The best $\ln(qD)$ is the mean $\bar m$, because it minimizes $\sum_i(m_i-\ell)^2$ over $\ell$. Keep $\rho_i=m_i-\bar m$.
\item Form the two columns $\partial\ln H_i/\partial\ln\tau_0$ and $\partial\ln H_i/\partial s$, and subtract the mean of each. Call this matrix $A$.
\item Solve
\begin{equation}
[A^TA+\lambda\,\mathrm{diag}(A^TA)]\,\delta=A^T\rho
\end{equation}
for the changes $\delta$ of $(\ln\tau_0,s)$, starting with $\lambda=10^{-3}$. Limit each change to 1 in size, replace a negative $s$ by $|s|$, and cap $s$ at 5.
\item If $\sum\rho_i^2$ falls, accept the step and divide $\lambda$ by 10; otherwise reject it and multiply $\lambda$ by 10. Repeat from step 2 until both changes are below $10^{-9}$.
\end{enumerate}
For the errors, let $J$ have the columns 1, $\partial\ln H/\partial\ln\tau_0$ and $\partial\ln H/\partial s$. Small noise $\varepsilon$ moves the estimates by $(J^TJ)^{-1}J^T\varepsilon$, so their covariance is
\begin{equation}
\mathrm{Cov}(\ln D,\ln\tau_0,s)=r^2(J^TJ)^{-1}.
\end{equation}

\section{Recovery from noisy data}

The synthetic spectra have 31 logarithmically spaced frequencies from 100 Hz to 100 kHz and $r=0.02$. They are generated by summing the complex response over individual trap levels and patches, so the closed form \eqref{g} and the fit's patch grid are not reused. Without noise, starts with $\tau_0$ wrong by a factor of ten either way, or correct, and $s=0.3$ or 3, all recovered $\ln D$, $\ln\tau_0$ and $s$ to within $10^{-5}$.

One noisy spectrum gave
\begin{align}
D&=9.91\times10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}\ (\pm0.39\%),\nonumber\\
\tau_0&=101.5\ \mu\mathrm{s}\ (\pm1.1\%),\qquad s=1.801\pm0.018 .
\end{align}
The width is $46.6$ mV. The density is 0.95\% low, about 2.4 standard errors, which is a rather large deviation for one draw. The sum of squared residuals over $r^2$ is 19.5 for $31-3=28$ degrees of freedom, where the expected scatter is $\sqrt{56}=7.5$.

Whether that deviation signals a bias is decided by repetition. In 1000 spectra at $s=1.8$, the mean errors of all three parameters were within 0.6 of their own standard errors, so no bias was resolved. The scatter agreed with the predicted values to 5\%, and the joint 95\% region contained the truth in 94.3\% of cases. At $s=0.9$ the largest mean error was 1.5 standard errors, the scatter agreed to 6\%, and the coverage was 93.7\%. The sampling error of a coverage is 0.7 percentage points.

Forcing $s=0$ on the single noisy spectrum gives $D=1.04\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$, close to the truth, but $\tau_0=126\ \mu$s and an rms logarithmic misfit of 0.39 against a noise of 0.02. The plausible density does not rescue the model; the residuals reject it.

With noise and window fixed, the predicted error of $s$ is 0.027 at $s=0.3$, 0.012 at 0.9, 0.018 at 1.8 and 0.044 at 3. The rise towards small $s$ follows from the vanishing derivative.

\section{What the model leaves out}

A good fit does not prove the assumptions. The shifts below come from fitting noise-free spectra that violate one assumption at a time.

\paragraph{Each patch has its own oxide.} Patches wider than the depletion layer, here about $0.16\ \mu$m, are each in series with their own oxide and do not share one ac surface potential. The estimate below is for such patches; random point charges at the interface produce mostly narrower fluctuations, to which it does not apply. To first order in trap capacitance, a patch contributes with weight $[C_{ox}/(C_{ox}+C_D)]^2$. Here $C_{ox}=345$ and $C_D=66\ \mathrm{nF/cm^2}$ at the mean potential of 214 mV. In depletion $C_D\propto(\psi_s-kT/q)^{-1/2}$, so one standard deviation upward lowers $C_D$ by a fraction $46.5/[2(214-26)]=0.12$. The weight rises by $2\times(66/411)\times0.12=0.04$. A factor $e^{bz}$ moves the centre of $\phi(z)$ to $b$, and thus $\ln\tau_0$ by $sb=0.07$. The fit to the full patch network gave $\tau_0$ 10\% high and $D$ changed by 0.03\%. With $C_D$ held constant over the patches, the shift of $\tau_0$ fell to 2.3\%. The difference agrees with the estimate.

\paragraph{The trap density is not uniform.} Let $D\propto e^{aE/kT}$, with $E$ measured upward from the valence band. Between patches this multiplies $\phi$ by $e^{asz}$ and shifts $\ln\tau_0$ by $as^2$. Within a patch it reweights the levels by $[h/(1-h)]^a$. A level's own spectrum is centred at $\ln x=-\ln h$, and to first order in $a$ the average of $-\ln h$ becomes $1-a\pi^2/6$. A fit that expects 1 absorbs the change, so the total shift is about
\begin{equation}
\delta\ln\tau_0\simeq a\left(s^2+\frac{\pi^2}{6}\right).
\end{equation}
If $D$ doubles over 0.2 eV towards the valence band, $a=-0.0896$ and the estimate is $-0.44$, a reduction by 35\%. The fit gave 34\%, with $D$ only 2.3\% above the density at the Fermi level for the mean potential. This is the largest of the sized errors in $\tau_0$, some thirty times its statistical error.

\paragraph{The capture cross section is not constant.} The model also gives all levels the same capture coefficient. If the cross section doubles over 0.2 eV towards the valence band, the fit returns $s=2.02$ instead of 1.8, while $\tau_0$ changes by only 2.5\%. The rms misfit is 0.14\%, hidden by 2\% noise. A curved trap density acts similarly. With a constant cross section, but $\ln D$ rising quadratically from a minimum at the mean Fermi level so that $D$ doubles 0.2 eV away, the fit returns $s=1.95$ and a density 8\% above the minimum, with an rms misfit of 0.26\%. The fitted width is therefore the spread of potential only if the cross section varies little with energy and $\ln D$ has little curvature.

\paragraph{Circuit errors.} An uncorrected series resistance of $0.01\ \Omega\,\mathrm{cm^2}$ shifts $\tau_0$ by $-0.9\%$ and $D$ by $+0.3\%$. It adds about $\omega^2C_m^2R$ to the conductance, so it matters more if the window is extended upward. The shifts grow roughly in proportion to $R$. Current crossing a 0.5 mm wafer of this doping without spreading meets about $0.07\ \Omega\,\mathrm{cm^2}$, seven times as much. By this proportionality, leaving it uncorrected would lower $\tau_0$ by roughly 6\% and raise $D$ by roughly 2\%. It would also raise the fitted $s$ to 1.87, four times its statistical error, with an rms misfit of 1.2\%, still below the noise. Taking $C_{ox}$ 1\% too high lowers $D$ by 0.4\%.

\paragraph{The real case.} The parameters are rough typical values for thermally oxidized silicon without a good hydrogen anneal: 10 nm of oxide, $N_A=10^{16}\ \mathrm{cm^{-3}}$, 300 K and a hole capture cross section of $4\times10^{-16}\ \mathrm{cm^2}$, with a thermal speed of $10^7$ cm/s and an intrinsic density $n_i=10^{10}\ \mathrm{cm^{-3}}$; these fix the mean potential of 214 mV and the minority figures below. A good anneal can lower $D$ to roughly $10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$. At the example's density, 2\% noise already requires a loss-factor resolution of $2.5\times10^{-4}$ at the most demanding frequency; ten times fewer traps would require about eight times finer resolution. The minority-to-majority density ratio is $1.6\times10^{-5}$ at the mean potential, and 0.11\% of the patches lie past midgap, so hole exchange dominates at this bias. Electrons are not always negligible beside the statistical error, however: if their density does not follow the signal, ignoring them shifts $\tau_0$ by $-0.7\%$ when their capture coefficient equals that of holes, and by $-4.6\%$ when it is ten times larger. If their density instead follows the surface potential in equilibrium, the shifts are $+0.9\%$ and $+2.6\%$, so even the sign depends on how the electrons respond. Both cases are limits that need a supply of electrons at the signal frequency. Without such a supply the electrons only pass charge between trap levels, and the shifts are $+0.04\%$ and $+0.3\%$ if they stay within their patch, or $+0.4\%$ and $+2.5\%$ if they move freely between patches. These figures are sensitive to the assumed constants: at the same $\tau_0$, a thermal speed of $1.7\times10^7$ cm/s turns $-4.6\%$ into $-9.5\%$ and $+2.6\%$ into $+1.9\%$, and $n_i=9.65\times10^9\ \mathrm{cm^{-3}}$ turns $-4.6\%$ into $-4.3\%$. The hole-only model fails as the mean approaches midgap. The silicon charge alone gives an oxide field of 0.07 MV/cm. A net interface charge of $4\times10^{11}$ elementary charges per $\mathrm{cm^2}$ would change it by about 0.2 MV/cm, which still leaves it far below the several MV/cm at which tunnelling through such an oxide matters. Real trap densities vary with energy, and of the violations sized here that one moves $\tau_0$ most: the 1\% error bar describes only the noise, while the fitted capture time is about a third too low for the slope considered here and about half too high for the opposite slope.

\section*{Numbers as computed}
\begin{verbatim}
T 300 K, kT/q 25.85 mV, N_A 1e+16 cm^-3, oxide 10 nm
true D 1.0e+11 /cm2/eV, tau0 100 us, s 1.8 = 46.5 mV, noise 2%
cross section 4e-16 cm2, thermal speed 1e+07 cm/s, n_i 1e+10 cm^-3
mean surface potential 0.2144 V; qD 16.022 nF/cm2
C_ox 345.3 nF/cm2, C_D 66.3 nF/cm2
rate equation vs kernel, largest relative error 1.1e-05
average, step 1.0: error 2.5e-03, exp(-pi^2/(s step)) 4.2e-03
average, step 0.5: error 5.0e-06, exp(-pi^2/(s step)) 1.7e-05
average, step 0.2: error 1.1e-13, exp(-pi^2/(s step)) 1.2e-12
full spectrum: area/qD 1.570796, mean 1.000000, variance 6.707401
window only: area/qD 1.2927, mean 0.8009, variance 3.0169
peak s=0: omega tau0 1.9803, height/qD 0.4024, inverse 2.4853
peak s=1.8: omega tau0 2.3946, height/qD 0.2520
f (Hz), Gp/omega clean, noisy, fitted (nF/cm2):
      100.0 1.2807 1.2807 1.2804
      316.2 2.3478 2.3017 2.3402
     1000.0 3.4521 3.4861 3.4304
     3162.3 4.0253 4.0817 3.9879
    10000.0 3.7298 3.5949 3.6848
    31622.8 2.7847 2.7743 2.7444
   100000.0 1.7165 1.6648 1.6883
fit D 9.9050e+10 /cm2/eV +- 0.39%
fit tau0 101.47 us +- 1.08%
fit s 1.8008 +- 0.0178 = 46.55 mV
chi-square 19.5 for 28 degrees of freedom
peak reading with s=0: D 6.262e+10 /cm2/eV
fit with s=0: D 1.044e+11 /cm2/eV, tau0 125.8 us, rms misfit 38.8%
1000 spectra, s=1.8: errors in ln D, ln tau0, s
  predicted 0.00390 0.01086 0.01775; found 0.00403 0.01036 0.01811
  bias/standard error -0.21 -0.50 0.51; 95% region holds 94.3%; mean chi2 27.71
  correlation of ln D with s 0.370, of ln tau0 with s -0.244
1000 spectra, s=0.9: errors in ln D, ln tau0, s
  predicted 0.00373 0.00673 0.01236; found 0.00394 0.00697 0.01238
  bias/standard error -0.60 -0.60 1.53; 95% region holds 93.7%; mean chi2 27.76
  correlation of ln D with s -0.232, of ln tau0 with s -0.337
predicted error of s at s=0.3: 0.0266
predicted error of s at s=3.0: 0.0439
neglected effect: shift of D (%), tau0 (%), s (kT/q)
  own oxide per patch: +0.03 +10.09 -0.0162
  same, constant C_D: -0.05 +2.32 -0.0033
  D doubles over 0.2 eV: +2.27 -34.43 +0.0342
  series R 0.01 ohm cm2: +0.32 -0.92 +0.0106
  C_ox taken 1% high: -0.42 -0.08 +0.0001
slope a -0.0896 per kT; exp(a s^2)-1 = -25.2%
minority/majority density at mean 1.6e-05; patches past midgap 0.11%
oxide field 0.072 MV/cm; loss-factor noise at worst point 2.5e-04
\end{verbatim}
